# Why Potential Jumps Give Power-Law Egg-Box Errors and Gaussians Exponential Ones

## A well that counts grid points

Take one dimension and a function equal to $-f_0$ for $|x-R|<r_c$ and zero outside. Its integral, $-2f_0r_c$, does not depend on $R$. On a grid of spacing $h$ the integral becomes $-f_0h$ times the number of grid points inside the interval. Write the length of the interval as $2r_c=(N+\theta)h$, with $N$ an integer and $0\le\theta<1$. As $R$ moves through one grid cell, the interval holds $N+1$ points for a fraction $\theta$ of the positions and $N$ points for the rest. The sum therefore takes two values that differ by $f_0h$, and its root-mean-square (rms) variation is

$$A=f_0h\sqrt{\theta(1-\theta)} .$$

This spurious dependence of the energy on the position of the atom relative to the grid is the egg-box effect. The amplitude has an envelope, $f_0h/2$, which falls as a power of $h$. Beneath it $A$ oscillates with $r_c/h$ and vanishes when $2r_c/h$ is an integer. A power law can therefore describe the envelope, but not every single spacing.

The error arises at the edge, where one point enters or leaves at full weight. If the function goes to zero continuously at $r_c$, a point enters with a small weight and the error is smaller. Fourier analysis makes this quantitative.

## The egg-box as a sum of harmonics

Let an atom at $\mathbf R$ carry a spherical local potential $V(r)$, and let the electron density $\rho(r)$ move rigidly with it. With $f=V\rho$, the energy on a cubic grid of points $\mathbf r_j$ is

$$E(\mathbf R)=h^3\sum_j f(|\mathbf r_j-\mathbf R|).$$

Shifting $\mathbf R$ by a grid vector only relabels the points, so $E$ is periodic and has a Fourier series with $\mathbf G=2\pi\mathbf m/h$, $\mathbf m$ an integer vector. The coefficient of $e^{-i\mathbf G\cdot\mathbf R}$ is

$$\frac1{h^3}\int_{\rm cell}E(\mathbf R)\,e^{i\mathbf G\cdot\mathbf R}\,d^3R=\sum_j\int_{\rm cell}f(|\mathbf r_j-\mathbf R|)\,e^{i\mathbf G\cdot\mathbf R}\,d^3R .$$

Put $\mathbf s=\mathbf r_j-\mathbf R$. Since $e^{i\mathbf G\cdot\mathbf r_j}=1$, the exponential becomes $e^{-i\mathbf G\cdot\mathbf s}$, and the cells for all $j$ together fill space. The coefficient is thus the Fourier transform $\hat f(G)=\int f(s)\,e^{-i\mathbf G\cdot\mathbf s}d^3s$, and

$$E(\mathbf R)=\sum_{\mathbf G}\hat f(G)\,e^{-i\mathbf G\cdot\mathbf R},\qquad A^2=\sum_{\mathbf G\ne0}|\hat f(G)|^2 .$$

The term $\mathbf G=0$ is the true integral. The second equation is Parseval's theorem for the rms variation $A$ over all positions in a cell. The shortest nonzero $G$ is $2\pi/h$, so refining the grid moves the harmonics outward along the tail of $\hat f$. How fast the egg-box vanishes is how fast that tail falls.

## What a jump does to the tail

Doing the angular integral first gives

$$\hat f(G)=2\pi\int_0^\infty s^2f(s)\int_{-1}^{1}e^{-iGs\mu}\,d\mu\,ds=\frac{4\pi}{G}\int_0^\infty F(r)\sin(Gr)\,dr,\qquad F=rf .$$

Assume that $f$ is smooth in space except at $r_c$, where $V^{(n)}$ is the first derivative of $V$ to jump, and that $f$ decays at large $r$. Smoothness at the nucleus means that $f$ is a smooth function of $r^2$. Then $F$ extends to negative $r$ as an odd function that is smooth through zero, and

$$\int_0^\infty F\sin(Gr)\,dr=\tfrac12\,{\rm Im}\,I,\qquad I=\int_{-\infty}^{\infty}F(r)\,e^{iGr}dr .$$

(A cusp of $f$ at the nucleus would make $F$ singular at zero and add a power law of its own.)

Derivatives of $F$ below the $n$-th are continuous, so $n$ integrations by parts leave no boundary terms. Each gives a factor $-1/(iG)=i/G$. In the next one, every point where $F^{(n)}$ jumps contributes:

$$I=\left(\frac iG\right)^{n+1}\left[\sum_{r_s=\pm r_c}\Delta_s\,e^{iGr_s}+\int F^{(n+1)}e^{iGr}dr\right].$$

Here $\Delta_s$ is the value of $F^{(n)}$ just right of $r_s$ minus that just left, and the last integral is taken piecewise. It is of order $1/G$ and is dropped at leading order. At $r_c$ the jump is $\Delta=r_cJ$, with

$$J=\rho(r_c)\left[V^{(n)}(r_c^+)-V^{(n)}(r_c^-)\right],$$

because in the product rule every term with a lower derivative of $V$ is continuous. At $-r_c$, oddness gives $F^{(n)}(-r)=(-1)^{n+1}F^{(n)}(r)$. Left and right are also exchanged, which adds a minus sign, so the jump there is $(-1)^nr_cJ$.

Let $z=i^{n+1}e^{iGr_c}$. Its conjugate is $\bar z=(-1)^{n+1}i^{n+1}e^{-iGr_c}$, so the two contributions combine to $r_cJ\,G^{-n-1}(z-\bar z)=2i\,r_cJ\,G^{-n-1}\,{\rm Im}\,z$. Half the imaginary part, times $4\pi/G$, is

$$\hat f(G)\simeq\frac{4\pi r_cJ}{G^{\,n+2}}\sin\!\left(Gr_c+\frac{(n+1)\pi}2\right).$$

The jump supplies $n+1$ powers of $1/G$. The remaining one comes from the spherical shape of the surface: a plane wave meets it in phase only near two opposite poles.

Inserting $G=2\pi|\mathbf m|/h$ and replacing $\sin^2$ by its average $\tfrac12$ over a range of $r_c/h$ gives the rms of $A$ over that range. It is not the maximum: since $\sin^2\le1$, single spacings are bounded, at leading order in $h$, by $\sqrt2$ times this value, so the envelope has the same power of $h$. The averaged law is

$$A\simeq4\pi r_c|J|\left(\frac h{2\pi}\right)^{n+2}\sqrt{\frac S2},\qquad S=\sum_{\mathbf m\ne0}|\mathbf m|^{-2n-4}.$$

The number of vectors $\mathbf m$ in a shell grows as $|\mathbf m|^2$, so $S$ converges for every $n\ge0$. This is the reason for using the rms. The sum of $|\hat f|$ itself, which would bound the largest excursion, behaves as $\int m^{-n}dm$ and converges only for $n\ge2$.

## The powers in numbers

Consider the wells $V=-V_0(1-r^2/r_c^2)^n$ inside $r_c$ and zero outside, with $V_0=100$ eV and $r_c=1$ Å. Near the edge the bracket is $2(r_c-r)/r_c$, so the jump in $V^{(n)}$ is $V_0(-1)^n\,n!\,(2/r_c)^n$. The density is a one-electron Gaussian, $\rho=(\pi b^2)^{-3/2}e^{-r^2/b^2}$ with $b=1$ Å, which gives $\rho(r_c)=0.0661$ Å$^{-3}$.

The table lists $A$ from direct grid sums over a regular set of atom positions. Each entry is an rms over eight spacings that span one unit of $r_c/h$, so that the oscillation averages out. The mean spacings are about 0.080 and 0.041 Å. With ten positions per axis, the $n=0$ entries are about 1% high: the average over all positions gives $3.9\times10^{-2}$ eV for the coarser one, with the same power.

| $n$ | $A$, coarser (eV) | $A$, finer (eV) | power |
|---|---|---|---|
| 0 | $4.0\times10^{-2}$ | $1.0\times10^{-2}$ | 2.02 |
| 1 | $7.1\times10^{-4}$ | $9.4\times10^{-5}$ | 3.00 |
| 2 | $3.3\times10^{-5}$ | $2.2\times10^{-6}$ | 4.02 |
| 3 | $2.4\times10^{-6}$ | $8.3\times10^{-8}$ | 5.02 |

For $n=2$ the prefactor can be followed by hand. The jump in $V''$ is $100\times2\times4=800$ eV/Å$^2$, so $|J|=52.9$ eV/Å$^5$ and $4\pi r_c|J|=664$ eV/Å$^4$. With $h=0.0408$ Å, $(h/2\pi)^4=1.8\times10^{-9}$ Å$^4$. The first three shells of $\mathbf m$ give $S\approx6+12/2^4+8/3^4=6.85$. The product is $2.2\times10^{-6}$ eV, in agreement with the grid sum.

## Why a Gaussian has no power law

If $f$ has no jump in any derivative, integration by parts never produces a boundary term, and the tail falls faster than every power. Exponential decay needs more: $f$ must be analytic. Choose the $x$ axis along $\mathbf G$ and move the $x$ integration from the real axis to $x-i\eta$, with $\eta>0$. If no singularity is crossed and $f$ vanishes at the far ends, the integral is unchanged, while $e^{-iGx}$ gains a factor $e^{-G\eta}$:

$$|\hat f(G)|\le e^{-G\eta}\int|f(x-i\eta,y,z)|\,d^3r .$$

With $G=2\pi/h$ this is a decay at least as fast as $e^{-2\pi\eta/h}$. A potential with a jump at $r_c$ is not one analytic function on the real axis, so the path cannot be moved.

For the Gaussian well $V=-V_0e^{-r^2/a_g^2}$ with the Gaussian density above, $f\propto e^{-r^2/w^2}$, where $1/w^2=1/a_g^2+1/b^2$. The shift can have any size. It raises the integral by $e^{\eta^2/w^2}$, and the best choice, $\eta=Gw^2/2$, gives $e^{-w^2G^2/4}$. The direct transform has the same exponent, $\hat f=E_0e^{-w^2G^2/4}$ with $E_0=-V_0(w/b)^3$. Keeping the six shortest $\mathbf G$,

$$A\simeq\sqrt6\,|E_0|\,e^{-\pi^2w^2/h^2}.$$

For $a_g=0.5$ Å, $w^2=0.2$ Å$^2$ and $E_0=-8.94$ eV. At $h=0.40$ Å the exponent is $-12.3$ and $A=9.6\times10^{-5}$ eV; at 0.30 Å it is $6.5\times10^{-9}$ eV. The $n=2$ well with the same density gives $3.1\times10^{-2}$ and $4.6\times10^{-3}$ eV.

The same reasoning covers the long-range part of Gaussian-type pseudopotentials, $-Z\,{\rm erf}(\alpha r)/r$. Since ${\rm erf}(\alpha r)/r=(2\alpha/\sqrt\pi)\int_0^1e^{-\alpha^2r^2t^2}dt$, it is a superposition of Gaussians and has no singularity at finite $r^2$.

Two conditions can fail.

- **The density may be less smooth than the potential.** If $\rho\propto(1+r^2/c^2)^{-2}$, it is singular at $r^2=-c^2$ and the shift must stop at $\eta=c$. For $c=0.30$ Å and the same Gaussian well, radial quadrature between $G=40$ and 60 Å$^{-1}$ gives $\hat f\propto e^{-0.299\,G}$, with $G$ in Å$^{-1}$. This is a plain exponential set by the density.
- **The Gaussian may be cut off.** Setting the well to zero beyond 1 Å leaves a step of $100\,e^{-4}=1.83$ eV, which is an $n=0$ jump. At the two spacings of the table, $A$ is then $7.2\times10^{-4}$ and $1.9\times10^{-4}$ eV, and the power is again 2.02.

## When the orbital responds

In a calculation the density is not prescribed. Consider one electron in a periodic box of volume $\Omega$, expanded in the plane waves that the grid can represent. In atomic units the kinetic energy is a diagonal function $T(\mathbf k)$, either $k^2/2$ or the corresponding function for a finite-difference stencil. The Poisson argument above, applied to the grid sum for the potential, gives

$$V_{\mathbf k\mathbf k'}=\frac1\Omega\sum_{\mathbf G}\hat V(\mathbf k-\mathbf k'+\mathbf G)\,e^{-i(\mathbf k-\mathbf k'+\mathbf G)\cdot\mathbf R}.$$

In the term $\mathbf G=0$, the position enters through $e^{-i\mathbf k\cdot\mathbf R}e^{i\mathbf k'\cdot\mathbf R}$. This is a unitary change of phase that leaves $T$ untouched, so the eigenvalues of this part do not depend on $\mathbf R$. If $\varphi$ is its eigenfunction for $\mathbf R=0$, first-order perturbation theory in the aliased terms gives

$$\delta\varepsilon(\mathbf R)=\sum_{\mathbf G\ne0}e^{-i\mathbf G\cdot\mathbf R}\int V|\varphi|^2e^{-i\mathbf G\cdot\mathbf r}\,d^3r ,$$

the earlier sum with the orbital's own density. As the grid is refined, $\varphi$ approaches the true orbital $\psi$, which obeys $\nabla^2\psi=2(V-\varepsilon)\psi$. A jump in $V^{(n)}$ therefore first appears in $\psi^{(n+2)}$, two orders later, and the leading power is unchanged.

The next table gives the rms variation of the lowest eigenvalue in a cube of side 4 Å, found by Lanczos iteration with the kinetic energy applied by fast Fourier transform. The rms is taken over four positions per axis. Eight per axis change the $n=2$ column by up to 1% (to $3.7\times10^{-4}$ eV at 0.200 Å), and a larger box raises the Gaussian column by 1 to 2%.

| $h$ (Å) | $n=2$ well (eV) | Gaussian well (eV) |
|---|---|---|
| 0.333 | $3.5\times10^{-3}$ | $3.4\times10^{-2}$ |
| 0.250 | $8.0\times10^{-4}$ | $4.4\times10^{-4}$ |
| 0.200 | $3.6\times10^{-4}$ | $3.6\times10^{-6}$ |
| 0.167 | $1.8\times10^{-4}$ | $2.1\times10^{-8}$ |

On the coarsest grid the Gaussian well is the worse of the two. Its advantage is the rate of decay, not a small prefactor. The $n=2$ column falls with an effective power of about 3.6 between 0.250 and 0.167 Å, against the asymptotic value of 4. These rows are single spacings, with $r_c/h=3,4,5,6$, so the oscillation is not averaged out. At integer $r_c/h$ the factor $\sin^2(Gr_c+3\pi/2)$ of the six shortest $\mathbf G$ is at its maximum, while that of most longer ones changes from row to row. The table does not separate this from corrections of higher order in $h$.

Per step of 1 Å$^{-1}$ in $1/h$, the logarithm of the Gaussian column drops by 4.3, 4.8 and 5.2. A pure exponential would give equal drops and a power law shrinking ones, so over this range the decay is somewhat faster than exponential. It is nevertheless far slower than with the prescribed Gaussian density, for which the formula gives $8\times10^{-21}$ eV at 0.20 Å. The orbital is the reason, in two ways. First, it is much narrower than the prescribed density. The isolated level is $-14.5$ eV, so at the centre $\nabla^2\psi/\psi=(V-\varepsilon)/(\hbar^2/2m)\approx-85.5/3.8\approx-22$ Å$^{-2}$. An orbital with density $e^{-r^2/b^2}$ has $\nabla^2\psi/\psi=-3/b^2$ there, which corresponds to $b\approx0.37$ Å instead of 1 Å. A Gaussian density matched to the orbital at the centre in this way would reduce $w^2$ from 0.2 to about 0.09 Å$^2$ and the exponent at 0.20 Å from $-49$ to about $-21.5$. Second, its tail is not Gaussian: any law $e^{-\pi^2w^2/h^2}$ would give drops in the ratio 7:9:11 of the differences of $1/h^2$, and the observed drops grow much more slowly. In momentum space the orbital obeys

$$\hat\psi(\mathbf k)=-\frac{\widehat{V\psi}(\mathbf k)}{T(\mathbf k)-\varepsilon}.$$

Iterating this equation lets $p$ factors of $\hat V$ share a large momentum $k$. Their product is then $e^{-a_g^2k^2/4p}$ instead of $e^{-a_g^2k^2/4}$, at the price of further energy denominators. The orbital thus has a much longer momentum tail than one Gaussian.

Grid sums with the density of the isolated atom's orbital, obtained in a radial sine basis, test the first-order formula with the true orbital $\psi$ in place of $\varphi$. For the $n=2$ well they agree with the eigenvalue variation within 0.5% at the three finer spacings, but are nearly twice as large at 0.333 Å. For the Gaussian well they are too large by a factor that grows from 2.0 on the coarsest grid to 2.3 on the finest. The cause is that these sums include orbital components beyond $\pi/h$, which the grid cannot hold: with the band-limited $\varphi$, the first-order formula reproduces the eigenvalue variation of the Gaussian well within 2% at all four spacings.

The kinetic operator plays a different part. At $h=0.20$ Å, a second-order stencil lowers the mean level of the $n=2$ well by 0.89 eV, yet the egg-box amplitude falls by only about 3%. For this well the stencil error is large but almost the same for every position of the atom. In this one-electron model with a fixed local potential (a full calculation adds nonlocal projectors, core charges and exchange-correlation terms, which are not treated here), the egg-box comes from the part of the potential that the grid aliases, but its size also depends on the orbital, which the kinetic operator helps to shape. The stencil gives large momenta too little kinetic energy, so the denominator $T(\mathbf k)-\varepsilon$ is smaller there and the orbital's momentum tail is larger. The Gaussian well is sensitive to that tail: at the same spacing the stencil raises its egg-box amplitude from $3.6\times10^{-6}$ to $1.6\times10^{-5}$ eV.
